# Overlay from the order asymmetries of two biased gratings: a numerical check

```python
"""
Overlay from two biased grating pads:
    OV = d (A_plus + A_minus) / (A_plus - A_minus)
A = efficiency(+1) - efficiency(-1) in reflection, A_plus at shift OV+d,
A_minus at shift OV-d. Shift = top grating displacement relative to bottom.
The formula assumes A = K*shift with the same nonzero K in both pads.

The reference is a multiple-scattering solution for two thin dielectric
sheets in a uniform medium, electric field parallel to the grating lines.
Sheet strength = permittivity contrast integrated over thickness (metres).
All lengths are in metres internally; printed lengths are in nm.
"""
import numpy as np

nm = 1e-9
wavelength, pitch, index = 600*nm, 700*nm, 1.5
spacer, bias, overlay = 500*nm, 20*nm, 5*nm
top_strength, bottom_strength = 20*nm, 40*nm
top_duty, bottom_duty = 0.5, 0.4
k0 = 2*np.pi/wavelength
G = 2*np.pi/pitch


def sheet_matrix(strength, duty, shift, skew, M):
    """Fourier convolution matrix of lines plus 2*skew*sin(2Gx)."""
    m = np.arange(-M, M+1)
    j = m[:, None] - m[None, :]
    q = strength*duty*np.sinc(j*duty) + 0j
    q[j == 2] += -1j*skew
    q[j == -2] += 1j*skew
    return q*np.exp(-1j*j*G*shift)


def scatter(shift, scale=1.0, gap=spacer, skew=0.0, tilt=0.0, M=8):
    """Return reflected and transmitted efficiencies for orders -M..M."""
    m = np.arange(-M, M+1)
    size = 2*M+1
    kx = index*k0*np.sin(tilt) + m*G
    kz = np.sqrt((index*k0)**2 - kx**2 + 0j)
    green = 1j*k0**2/(2*kz)
    phase = np.exp(1j*kz*gap)
    top = sheet_matrix(scale*top_strength, top_duty, shift, 0.0, M)
    bottom = sheet_matrix(scale*bottom_strength, bottom_duty, 0.0,
                          scale*skew, M)
    near, far = green[:, None], (green*phase)[:, None]
    system = np.eye(2*size) - np.block([[near*top, far*bottom],
                                        [far*top, near*bottom]])
    incident = np.zeros(2*size, complex)
    incident[M] = 1.0
    incident[size+M] = phase[M]
    field = np.linalg.solve(system, incident)
    source_top, source_bottom = top @ field[:size], bottom @ field[size:]
    reflected = green*(source_top + phase*source_bottom)
    transmitted = green*(phase*source_top + source_bottom)
    transmitted[M] += phase[M]
    flux = kz.real/kz[M].real
    return flux*abs(reflected)**2, flux*abs(transmitted)**2


def asymmetry(shift, **options):
    R, _ = scatter(shift, **options)
    M = len(R)//2
    return R[M+1] - R[M-1]


def slope(**options):
    step = 0.5*nm
    return (asymmetry(step, **options) - asymmetry(-step, **options))/(2*step)


def linear_estimate(a_plus, a_minus, d):
    return d*(a_plus+a_minus)/(a_plus-a_minus)


def sine_estimate(a_plus, a_minus, d):
    ratio = (a_plus+a_minus)/(a_plus-a_minus)
    return np.arctan(ratio*np.tan(G*d))/G


def measure(ov, d, **options):
    return asymmetry(ov+d, **options), asymmetry(ov-d, **options)


# Energy conservation, convergence with diffraction orders, and mirror symmetry.
R, T = scatter(overlay+bias)
energy_error = abs(R.sum()+T.sum()-1)
assert energy_error < 1e-11
K = slope()
order_change = abs(slope(M=16)/K - 1)
assert order_change < 2e-3
for s in (7*nm, 60*nm, 190*nm):
    assert abs(asymmetry(s)+asymmetry(-s)) < 1e-12

# Weak sheets: two-wave interference law against multiple scattering.
kz0 = index*k0
kz1 = np.sqrt(kz0**2-G**2)
top_first = top_strength*np.sin(np.pi*top_duty)/np.pi
bottom_first = bottom_strength*np.sin(np.pi*bottom_duty)/np.pi
delta = (kz0+kz1)*spacer
amplitude = k0**4*top_first*bottom_first/(kz0*kz1)
K_weak = -G*amplitude*np.sin(delta)
weak_scale = 1e-3
for s in (20*nm, 140*nm, 260*nm):
    for gap in (430*nm, 500*nm):
        expected = -amplitude*np.sin((kz0+kz1)*gap)*np.sin(G*s)
        found = asymmetry(s, scale=weak_scale, gap=gap)/weak_scale**2
        assert abs(found-expected) < 2e-3*amplitude
null_gap = 4*np.pi/(kz0+kz1)
null_ratio = abs(slope(scale=weak_scale, gap=null_gap)
                 / (weak_scale**2*G*amplitude))
assert null_ratio < 2e-3

# The overlay formula in its linear range.
small_d, small_ov = bias/100, overlay/100
small_result = linear_estimate(*measure(small_ov, small_d), small_d)
assert abs(small_result/small_ov-1) < 1e-5

# Curvature from sine harmonics sampled over one full pitch.
count = 32
shifts = np.arange(count)*pitch/count
signals = np.array([asymmetry(s) for s in shifts])
n = np.arange(1, 11)
harmonics = 2/count*np.sin(G*np.outer(n, shifts)) @ signals
K_harmonic = np.sum(n*G*harmonics)
K3 = -np.sum((n*G)**3*harmonics)/6
assert abs(K_harmonic/K-1) < 1e-4
a_plus, a_minus = measure(overlay, bias)
result = linear_estimate(a_plus, a_minus, bias)
sine_result = sine_estimate(a_plus, a_minus, bias)
predicted_error = 2*K3/K*overlay*(bias**2-overlay**2)
assert abs((result-overlay)/predicted_error-1) < 0.1
assert abs(sine_result-overlay) < 0.5*abs(result-overlay)
at_bias = linear_estimate(*measure(bias, bias), bias)
assert abs(at_bias/bias-1) < 1e-9

# Offsets caused by an asymmetric profile and by tilted illumination.
offset_cases = {"profile skew": {"skew": 1*nm},
                "illumination tilt": {"tilt": np.deg2rad(0.1)}}
offset_results = {}
for name, options in offset_cases.items():
    offset = asymmetry(0.0, **options)/slope(**options)
    found = linear_estimate(*measure(small_ov, small_d, **options), small_d)
    assert abs(offset) > 0.01*nm
    assert abs(found-small_ov-offset) < 2e-3*abs(offset)
    full = linear_estimate(*measure(overlay, bias, **options), bias)
    offset_results[name] = (offset, full)
angle = np.deg2rad(0.1)


def balanced(s):
    return (asymmetry(s, tilt=angle)+asymmetry(s, tilt=-angle))/2


assert abs(balanced(60*nm)+balanced(-60*nm)) < 1e-12
balanced_result = linear_estimate(balanced(overlay+bias),
                                  balanced(overlay-bias), bias)

# Different spacer thicknesses give the two pads different slopes.
other_gap = 505*nm
K_other = slope(gap=other_gap)
kappa = (K-K_other)/(K+K_other)
assert abs(kappa) > 1e-3


def unequal_prediction(ov, d):
    return d*(ov+kappa*d)/(d+kappa*ov)


unequal_small = linear_estimate(asymmetry(small_ov+small_d),
                                asymmetry(small_ov-small_d, gap=other_gap),
                                small_d)
assert abs(unequal_small-unequal_prediction(small_ov, small_d)) < 1e-4*small_d
unequal_result = linear_estimate(a_plus,
                                 asymmetry(overlay-bias, gap=other_gap), bias)

# Random detector errors, independent in the two asymmetries.
noise = 1e-6
rng = np.random.default_rng(12)
errors = rng.normal(0, noise, (2, 200000))
noisy = linear_estimate(a_plus+errors[0], a_minus+errors[1], bias)
noise_formula = noise*np.sqrt(1+(overlay/bias)**2)/(np.sqrt(2)*abs(K))
assert abs(noisy.std()/noise_formula-1) < 0.03

print(f"wavelength = {wavelength/nm:.0f} nm; pitch = {pitch/nm:.0f} nm")
print(f"medium index = {index:.1f}; spacer = {spacer/nm:.0f} nm")
print(f"top, bottom strength = {top_strength/nm:.0f}, "
      f"{bottom_strength/nm:.0f} nm")
print(f"top, bottom duty cycle = {top_duty:.1f}, {bottom_duty:.1f}")
print(f"bias = {bias/nm:.0f} nm; true overlay = {overlay/nm:.0f} nm")
print(f"G = {G*nm:.6f} nm^-1; k0 = {k0*nm:.6f} nm^-1")
print(f"kz_0, kz_1 = {kz0*nm:.6f}, {kz1*nm:.6f} nm^-1")
print(f"first coefficients T, B = {top_first/nm:.4f}, "
      f"{bottom_first/nm:.4f} nm")
print(f"spacer phase delta = {delta:.4f} rad; sin(delta) = {np.sin(delta):.4f}")
print(f"energy balance error = {energy_error:.1e}")
print(f"relative K change, 17 to 33 orders = {order_change:.1e}")
print(f"two-wave K = {K_weak*nm:.5e} nm^-1")
print(f"multiple-scattering K = {K*nm:.5e} nm^-1")
print(f"zero-slope spacer in weak limit = {null_gap/nm:.2f} nm")
for label, shift in (("plus", overlay+bias), ("minus", overlay-bias)):
    efficiencies, _ = scatter(shift)
    M = len(efficiencies)//2
    print(f"pad {label}: shift = {shift/nm:.0f} nm; efficiencies +1, -1 = "
          f"{efficiencies[M+1]:.6e}, {efficiencies[M-1]:.6e}")
print(f"A_plus = {a_plus:.6e}; A_minus = {a_minus:.6e}")
print(f"sum = {a_plus+a_minus:.6e}; difference = {a_plus-a_minus:.6e}")
print(f"linear overlay estimate = {result/nm:.4f} nm")
print(f"linear error = {(result-overlay)/nm:.4f} nm; "
      f"cubic prediction = {predicted_error/nm:.4f} nm")
print(f"sine-corrected estimate = {sine_result/nm:.4f} nm")
print(f"second/first harmonic = {harmonics[1]/harmonics[0]:.5f}")
print(f"K3/K = {K3/K*nm**2:.4e} nm^-2")
for value in (1*nm, 10*nm, 20*nm, 40*nm):
    pair = measure(value, bias)
    print(f"true {value/nm:.0f} nm: linear = "
          f"{linear_estimate(*pair, bias)/nm:.4f} nm; sine = "
          f"{sine_estimate(*pair, bias)/nm:.4f} nm")
print(f"skew coefficient = {offset_cases['profile skew']['skew']/nm:.1f} nm; "
      f"tilt = {np.rad2deg(angle):.1f} degree")
for name, (offset, full) in offset_results.items():
    print(f"{name}: C/K = {offset/nm:.4f} nm; estimate = {full/nm:.4f} nm")
print(f"average of opposite tilts: estimate = {balanced_result/nm:.4f} nm")
print(f"minus-pad spacer = {other_gap/nm:.0f} nm; kappa = {kappa:.5f}")
print(f"unequal pads: estimate = {unequal_result/nm:.4f} nm; linear-law "
      f"prediction = {unequal_prediction(overlay, bias)/nm:.4f} nm")
print(f"noise in each asymmetry = {noise:.1e}")
print(f"overlay noise: formula = {noise_formula/nm:.5f} nm; "
      f"sampled = {noisy.std()/nm:.5f} nm")
print("every check passed")
```

Printed output:

```
wavelength = 600 nm; pitch = 700 nm
medium index = 1.5; spacer = 500 nm
top, bottom strength = 20, 40 nm
top, bottom duty cycle = 0.5, 0.4
bias = 20 nm; true overlay = 5 nm
G = 0.008976 nm^-1; k0 = 0.010472 nm^-1
kz_0, kz_1 = 0.015708, 0.012891 nm^-1
first coefficients T, B = 6.3662, 12.1092 nm
spacer phase delta = 14.2994 rad; sin(delta) = 0.9869
energy balance error = 0.0e+00
relative K change, 17 to 33 orders = 9.2e-05
two-wave K = -4.05561e-05 nm^-1
multiple-scattering K = -3.95595e-05 nm^-1
zero-slope spacer in weak limit = 439.40 nm
pad plus: shift = 25 nm; efficiencies +1, -1 = 1.681341e-03, 2.661614e-03
pad minus: shift = -15 nm; efficiencies +1, -1 = 2.456664e-03, 1.865156e-03
A_plus = -9.802726e-04; A_minus = 5.915078e-04
sum = -3.887649e-04; difference = -1.571780e-03
linear overlay estimate = 4.9468 nm
linear error = -0.0532 nm; cubic prediction = -0.0531 nm
sine-corrected estimate = 4.9973 nm
second/first harmonic = 0.00885
K3/K = -1.4148e-05 nm^-2
true 1 nm: linear = 0.9887 nm; sine = 0.9994 nm
true 10 nm: linear = 9.9147 nm; sine = 9.9957 nm
true 20 nm: linear = 20.0000 nm; sine = 20.0000 nm
true 40 nm: linear = 41.4357 nm; sine = 40.0652 nm
skew coefficient = 1.0 nm; tilt = 0.1 degree
profile skew: C/K = -2.0338 nm; estimate = 2.9293 nm
illumination tilt: C/K = -1.2406 nm; estimate = 3.7139 nm
average of opposite tilts: estimate = 4.9468 nm
minus-pad spacer = 505 nm; kappa = 0.02762
unequal pads: estimate = 5.4620 nm; linear-law prediction = 5.5144 nm
noise in each asymmetry = 1.0e-06
overlay noise: formula = 0.01842 nm; sampled = 0.01851 nm
every check passed
```
